# Comment on an exponential law for loss by backscattering

**The argument under review**

The argument concerns a waveguide whose rough walls turn light back but remove none of it. A fraction $h\,dz$ of the forward power is reversed in each length $dz$. The author writes

$$\frac{dP}{dz}=-hP ,$$

integrates to $P(L)=P(0)e^{-hL}$, and concludes that backscattering gives a fixed number of decibels per millimetre, as absorption does. For $h=1$ per mm that number is $10/\ln 10=4.343$ dB/mm.

The difficulty is what happens to the reversed light. Absorbed light is gone. Reversed light is still in the guide, on the same rough walls, and can be reversed again. What is the transmission when these later reversals are counted?

**The missing term**

I keep the author's picture of powers that add without interference; that assumption is examined further on. Let $P_+(z)$ and $P_-(z)$ be the powers carried forward and backward, both positive, in a steady state. The rate $h$ is uniform and equal for the two directions. Unit power enters at $z=0$, none enters at $z=L$, and light reaching either end leaves.

Forward power leaving a slice on its right is what entered from the left and was not reversed, plus what entered from the right and was:

$$P_+(z+dz)=(1-h\,dz)P_+(z)+h\,dz\,P_-(z+dz).$$

Backward power leaving on the left is likewise

$$P_-(z)=(1-h\,dz)P_-(z+dz)+h\,dz\,P_+(z).$$

In the first equation move $P_+(z)$ to the left side. In the second, solve for $P_-(z+dz)-P_-(z)$. Dividing by $dz$ and letting $dz\to0$ gives

$$\frac{dP_+}{dz}=-hP_++hP_-,\qquad \frac{dP_-}{dz}=-hP_++hP_- .$$

The right sides are equal because backward light travels towards smaller $z$: its gain from $P_+$ makes it grow towards the left, hence the minus sign. The author's equation is the first of these without $hP_-$.

Subtracting the two equations shows that $P_+-P_-$ does not depend on $z$. This is the net power flow, conserved because nothing is absorbed. At the output $P_-(L)=0$ and $P_+(L)=T$, the transmission, so $P_+-P_-=T$ everywhere. Then

$$\frac{dP_+}{dz}=-h(P_+-P_-)=-hT .$$

The right side is constant, so with $P_+(0)=1$ we have $P_+(z)=1-hTz$. Setting $z=L$ gives $T=1-hLT$, and therefore

$$T=\frac{1}{1+hL},\qquad R=1-T=\frac{hL}{1+hL}.$$

The interior powers follow by inserting $T$:

$$P_+(z)=\frac{1+h(L-z)}{1+hL},\qquad P_-(z)=P_+(z)-T=\frac{h(L-z)}{1+hL}.$$

Both fall along straight lines. For $hL=1$ the formulas give 0.750 forward and 0.250 backward at the midpoint. A random walk of 400,000 photons, each reversing at random points at the rate $h$, gives 0.750 and 0.251 there, and a transmission of 0.499 against the predicted 0.500.

**What the exponential does describe**

The quantity $e^{-hL}$ has a correct meaning: it is the probability of crossing the guide without being reversed. Transmitted light may also have been reversed twice, four times, and so on. An even number is needed to leave in the forward direction.

The two-turn share can be found directly. Let the first reversal occur at $z_1$ and the second at $z_2<z_1$, and put $u=z_1-z_2$. The path has length

$$z_1+(z_1-z_2)+(L-z_2)=L+2u .$$

The probability of these two reversals and no others is $h^2e^{-h(L+2u)}dz_1dz_2$. For a given $u$, $z_2$ can lie anywhere in an interval of length $L-u$, so

$$T_2=h^2e^{-hL}\int_0^L(L-u)e^{-2hu}\,du .$$

Integration by parts gives

$$\int_0^L(L-u)e^{-2hu}du=\frac{L}{2h}-\frac{1}{2h}\int_0^Le^{-2hu}du=\frac{L}{2h}-\frac{1-e^{-2hL}}{4h^2}.$$

With $s=hL$,

$$T_2=e^{-s}\left[\frac{s}{2}-\frac{1-e^{-2s}}{4}\right].$$

At $s=1$ the account is

$$0.368+0.104+0.028=0.500,$$

for no turns, two turns, and four or more. The photon walk gives 0.367 and 0.105 for the first two shares.

For a short guide $T_2\approx s^2/2$. This is the leading difference between $1/(1+s)=1-s+s^2-\dots$ and $e^{-s}=1-s+s^2/2-\dots$. The author's formula is thus right to first order in $hL$, where a second reversal is improbable.

**Consequences for a cut-back measurement**

The loss in decibels is $A=(10/\ln10)\ln(1+hL)$, with local slope

$$\frac{dA}{dL}=\frac{10}{\ln10}\,\frac{h}{1+hL}.$$

For $h=1$ per mm the slope starts at 4.34 dB/mm and drops to 2.17 dB/mm at 1 mm and 0.87 dB/mm at 4 mm. The total losses at 2 mm and 4 mm are 4.771 dB and 6.990 dB. An experimenter comparing these lengths and assuming an exponential would find

$$\frac{6.990-4.771}{2}=1.11\ \text{dB/mm},\qquad h_{\rm inferred}=\frac{1.11}{4.343}=0.26\ \text{per mm},$$

about a quarter of the true rate in this model.

The exponential also implies that transmissions of successive pieces multiply. Here they do not, because light bounces between the pieces. Let the two pieces have transmissions $T_1$, $T_2$ and reflectances $R_1$, $R_2$; here $T_2$ no longer means the two-turn share. Summing over the number $n$ of round trips between them,

$$T_{12}=T_1T_2\sum_{n=0}^{\infty}(R_1R_2)^n=\frac{T_1T_2}{1-R_1R_2}.$$

For lossless pieces $R_i=1-T_i$, so $1-R_1R_2=T_1+T_2-T_1T_2$. Taking the reciprocal,

$$\frac1{T_{12}}=\frac1{T_1}+\frac1{T_2}-1,\qquad\text{or}\qquad \frac1{T_{12}}-1=\left(\frac1{T_1}-1\right)+\left(\frac1{T_2}-1\right).$$

The additive quantity is $1/T-1$, which equals $hL$ for a uniform piece. Pieces of 0.4 and 0.6 mm transmit 0.714 and 0.625. Their product is 0.446, but with the bounces the pair transmits 0.500, the value for 1 mm.

**Other loss brings an exponential back**

Suppose light is also lost, by absorption or radiation out of the guide, at a rate $a$ in both directions. Then

$$\frac{dP_+}{dz}=-(a+h)P_++hP_-,\qquad \frac{dP_-}{dz}=-hP_++(a+h)P_- .$$

Differentiate the first equation and use the second for $dP_-/dz$:

$$P_+''=-(a+h)P_+'-h^2P_++(a+h)hP_- .$$

The first equation also says $hP_-=P_+'+(a+h)P_+$. Inserting this cancels the terms in $P_+'$ and leaves

$$P_+''=\left[(a+h)^2-h^2\right]P_+=k^2P_+,\qquad k=\sqrt{a(a+2h)} .$$

Measure distance back from the output, $x=L-z$. At $x=0$, $P_+=T$ and $P_-=0$, so $dP_+/dx=-dP_+/dz=(a+h)T$. The solution with these values is

$$P_+=T\left[\cosh kx+\frac{a+h}{k}\sinh kx\right].$$

Unit input at $x=L$ then gives

$$T=\frac{k}{k\cosh kL+(a+h)\sinh kL}.$$

As $a\to0$, $\cosh kL\to1$ and $\sinh(kL)/k\to L$, which restores $1/(1+hL)$. As $h\to0$, $k\to a$ and $T\to e^{-aL}$. For $kL\gg1$ both hyperbolic functions approach $e^{kL}/2$, and

$$T\approx\frac{2k}{k+a+h}\,e^{-kL}.$$

When powers add, a long lossy guide is therefore exponential, but its rate is $k$ and not $a+h$. With $a=0.2$ and $h=1$ per mm, $k=\sqrt{0.2\times2.2}=0.663$ per mm, while $a+h=1.2$ per mm. A straight line on a decibel plot does not by itself show that reversed light is lost for good.

How small must $a$ be for the lossless law to serve? To first order in $a$, $k^2\approx2ah$, $\cosh kL\approx1+ahL^2$ and $\sinh(kL)/k\approx L(1+ahL^2/3)$. Hence

$$\frac1T\approx1+s+aL\left(1+s+\frac{s^2}{3}\right).$$

The last term must be small compared with $1+s$. For large $s$ this means $ahL^2/3\ll1$, stricter than $aL\ll1$: repeated reversals lengthen the path on which light can be lost.

**Interference changes the question**

So far powers were added. In a single-mode guide with fixed roughness, amplitudes add. The manuscript should say which case it treats, because the answers differ.

Take a lossless row of weak scatterers with transmission $T$ and reflectance $R=1-T$, and add one more of reflectance $r$. Let $\theta$ be the round-trip phase in the gap between them, including the phases of reflection. The forward amplitude $b$ in the gap is the transmitted amplitude $t$ plus itself after one round trip:

$$b=t+\sqrt{Rr}\,e^{i\theta}b .$$

Solving for $b$ and multiplying $|b|^2$ by $1-r$ gives the new transmission

$$T'=\frac{T(1-r)}{|1-q e^{i\theta}|^2},\qquad q=\sqrt{Rr}<1 .$$

Assume that $\theta$ is uniformly distributed and independent of the row already present. Since

$$\ln|1-qe^{i\theta}|^2=-2\sum_{n=1}^{\infty}\frac{q^n\cos n\theta}{n}$$

averages to zero, each scatterer adds $\ln(1-r)$ to $\langle\ln T\rangle$. For $N$ scatterers with $r=s/N$ and $N\to\infty$,

$$\langle\ln T\rangle=N\ln(1-s/N)\to-s .$$

The geometric mean of $T$ is $e^{-hL}$. The author's formula thus reappears, for a different quantity and a different reason. Decibel losses averaged over many such guides would grow in proportion to length, which would not support the claim that light is lost at its first reversal.

The arithmetic mean needs another average. Expanding $1/(1-qe^{i\theta})$ and its conjugate as geometric series, only equal powers survive averaging over $\theta$, so

$$\left\langle\frac{1}{|1-qe^{i\theta}|^2}\right\rangle=\sum_{n=0}^{\infty}q^{2n}=\frac{1}{1-Rr}.$$

For small $r$, $(1-r)/(1-Rr)\approx1-r(1-R)=1-rT$. Averaging also over the existing row,

$$\langle T'\rangle=\langle T\rangle-r\langle T^2\rangle,\qquad \frac{d\langle T\rangle}{ds}=-\langle T^2\rangle .$$

The incoherent law obeys $dT/ds=-T^2$. The difference is the variance of $T$, which cannot be negative: $\langle T^2\rangle\ge\langle T\rangle^2$. Therefore $d(1/\langle T\rangle)/ds=\langle T^2\rangle/\langle T\rangle^2\ge1$, and integration from $s=0$ gives $1/\langle T\rangle\ge1+s$. Since an arithmetic mean is no smaller than a geometric mean,

$$e^{-hL}\le\langle T\rangle\le\frac1{1+hL}.$$

Adding complex amplitudes in 20,000 random guides, with $s$ built up in steps of 0.01, gives the last column below. All columns are for $h=1$ per mm and $a=0$; random sampling leaves an uncertainty of a few thousandths in the last one.

| $L$ (mm) | $1/(1+hL)$ | $e^{-hL}$ | coherent mean |
|---|---|---|---|
| 0.25 | 0.800 | 0.779 | 0.796 |
| 0.5 | 0.667 | 0.607 | 0.657 |
| 1 | 0.500 | 0.368 | 0.469 |
| 2 | 0.333 | 0.135 | 0.262 |
| 4 | 0.200 | 0.018 | 0.101 |

In the same guides $\langle\ln T\rangle$ is $-1.00$ at $hL=1$ and $-4.02$ at $hL=4$. The incoherent law is a good estimate of the mean for short guides, but is about twice the coherent mean at $hL=4$.

Nor does a broad spectrum justify adding powers. Consider three scatterers A, B, C in a row. One path bounces once between A and B, then once between B and C. Another passes B, reflects at C, passes B, reflects at A, and leaves. Each crosses both gaps three times, so their propagation phases agree at every wavelength and their interference survives a sweep. With B's transmission amplitude taken as real, losslessness makes its reflection amplitudes from the two sides $\rho$ and $-\rho^*$. Their product is negative, so this pair interferes destructively.

A numerical sweep of one frozen guide at $hL=4$, wide enough to turn the phase in every gap many times with $h$ held fixed, gives a mean of 0.102. That agrees with the coherent ensemble, not with 0.200.

Many modes can bring the incoherent law back. A coherent simulation of 16 completely mixed modes, with equal backscattering in each, gives a mode-averaged transmission of 0.190 at $hL=4$, with a sampling uncertainty of a few thousandths. This supports the law for that model while $hL$ is well below the number of modes; when the two are comparable, interference again lowers the mean appreciably. Nor does it cover a guide whose modes mix weakly.

**Bearing on a real guide**

The value $h=1$ per mm is meant for a slow-light silicon photonic-crystal waveguide near 1550 nm with group index about 30. It is a rough round number: backscattering there depends strongly on group index and fabrication. In an ordinary silicon strip waveguide $h$ is much smaller. For a 1 mm slow-light guide the lossless incoherent law gives $T=0.50$, or 3.0 dB, against 0.37, or 4.3 dB, from the author's formula.

Real devices of this kind break two assumptions. An out-of-plane loss of $a=0.2$ per mm, also a rough value, lowers the incoherent result to 0.40. Interference, taken without that loss, lowers the mean to 0.47 and gives a standard deviation of 0.27. One laser line in one guide may therefore lie far from any of these means. The mean transmission with both effects together was not calculated. The averaged decibel loss needs no new calculation: loss only makes $q$ smaller, so the logarithm of the interference factor still averages to zero, and $\langle\ln T\rangle=-(a+h)L$. Averaged in decibels over many such single-mode guides, the loss at 1 mm is therefore 4.3 dB without $a$, which is the author's number, and 5.2 dB with it; the rate is $a+h$, not $k$.

Other corrections can be estimated separately at 1 mm. A reflectance of 0.05 at each end adds $2\times0.05/0.95=0.105$ to $1/T$, so incoherently $T=1/2.105=0.475$. If $h$ is proportional to the square of the group index, a guide with an index 10 percent higher has $T=1/2.21=0.45$, and one with an index 10 percent lower has $T=1/1.81=0.55$. Averaged evenly over this range these changes nearly cancel, and the mean of $T$ differs from 0.500 by less than 0.001. At 0.1 mW, two-photon absorption is estimated at $3\times10^{-4}$ per mm, negligible beside $a$.

Temperature matters differently. The fringe spacing for reflections between the ends is $\lambda^2/(2n_gL)=0.040$ nm, and the estimated thermal shift is 0.080 nm/K. Half a kelvin can move the spectrum by one fringe. A slow drift through tens of fringes, here ten kelvin or more, roughly samples the coherent distribution, provided $h$ changes little over that shift; it does not make the powers add, because the guide is still frozen during each transit.

**Requested revision**

The equation $dP/dz=-hP$ should be presented as the balance for light not yet reversed, as a first-order estimate of transmission for $hL\ll1$, or as the law for decibel loss averaged over many coherent single-mode guides with random phases. For longer guides the author should state whether powers or amplitudes add, what other loss is present, and whether transmissions or decibels are averaged. The numerical output below gives the values for the cases discussed here.

## Calculated quantities

```
Backscatter rate h = 1.00 per mm; length L = 1.00 mm
Wavelength = 1550 nm; group index = 30
Law: T = 0.5000, R = 0.5000
Photon walk: T = 0.4991, R = 0.5009
Never turned back: formula 0.3679, walk 0.3669
Turned twice: formula 0.1044, walk 0.1046
Four or more turns: 0.0277
Forward power at L/2: formula 0.7500, walk 0.7496
Backward power at L/2: formula 0.2500, walk 0.2505
Transmission by length (fractions of input):
L/mm   law     exp(-hL)  with loss a  coherent mean
0.25  0.8000   0.7788    0.7604       0.796
0.50  0.6667   0.6065    0.6000       0.657
1.00  0.5000   0.3679    0.3971       0.469
2.00  0.3333   0.1353    0.1928       0.262
4.00  0.2000   0.0183    0.0502       0.101
Attenuation in dB: L/mm, law, exponential, law's local slope in dB/mm
0.25  0.969  1.086  3.474
0.50  1.761  2.171  2.895
1.00  3.010  4.343  2.171
2.00  4.771  8.686  1.448
4.00  6.990  17.372  0.869
Initial slope of the law = 4.343 dB/mm
Pieces 0.4 mm and 0.6 mm: T = 0.7143, 0.6250
Joined with bounces = 0.5000; plain product = 0.4464
Out-of-plane loss a = 0.20 per mm
T with this loss at L: formula 0.3971, walk 0.3964
Long-guide decay rate k = 0.6633 per mm; a+h = 1.2000 per mm
Coherent single mode at L: mean T = 0.469, standard deviation = 0.270
Coherent mean of ln T: -1.00 at hL=1, -4.02 at hL=4
1 minus integral of mean T^2 up to hL=1 = 0.470
Frozen guide, wide sweep, hL=4: mean T = 0.102
Coherent guide with 16 mixed modes, hL=4: mean T = 0.190
End reflectance 0.05 at each end: T = 0.4750
Group index swept by +/-10 percent, h as its square: T = 0.5008
Fringe spacing = 0.0400 nm; thermal shift = 0.080 nm/K
Silicon index = 3.48; index change = 1.8e-04 per K
Two-photon inputs: 7.0e-12 m/W, 0.1 mW, 0.2 um^2
Two-photon loss rate = 2.6e-04 per mm
```
